\section*{One-Sided Fukui Functions for Electron Addition and Removal}

\section*{Fractional electron number}

\paragraph{Q.} You want to differentiate the density of a molecule with respect to its number of electrons. Electrons come whole. What is being differentiated?

\paragraph{A.} The mean number. A molecule that can exchange electrons with its surroundings is described by an ensemble: a state $i$ with $N_i$ electrons, energy $E_i$ and density $\rho_i(\mathbf r)$ occurs with probability $w_i\ge 0$. The external potential $v(\mathbf r)$, meaning the potential energy of an electron in the field of the clamped nuclei and any applied field, is the same for all members. At zero temperature the energy at mean number $N$ is
\begin{equation}
E(N)=\min_{w}\sum_i w_iE_i,\qquad \sum_i w_i=1,\qquad \sum_i w_iN_i=N ,
\label{ens}
\end{equation}
and $\rho_N=\sum_i w_i\rho_i$ is the density of the minimising ensemble. Superpositions of different electron numbers add nothing, because the Hamiltonian and the density operator both conserve electron number. The Fukui function is
\begin{equation}
f(\mathbf r)=\left(\frac{\partial\rho_N(\mathbf r)}{\partial N}\right)_{v}.
\end{equation}
It says where the density changes when a little charge is added while the nuclei stay put. I use atomic units for the derivation and eV and nm for the examples.

\paragraph{Q.} The minimum could mix many charge states. Which ones enter?

\paragraph{A.} That depends on the ground-state energies $E_K$ at integer $K$. Let $M$ be the integer of interest and define
\begin{equation}
I=E_{M-1}-E_M,\qquad A=E_M-E_{M+1}.
\end{equation}
I assume that the increments $E_{K+1}-E_K$ never decrease as $K$ grows, and that they increase strictly at $K=M-1$, $M$ and $M+1$. This is convexity. At $M$ it reads $-I<-A$, or $I>A$. It is an assumption about the system, not a consequence of quantum mechanics for every interaction.

Take $N=M+\delta$ with $0<\delta<1$, and draw the line through the energies at $M$ and $M+1$:
\begin{equation}
L(K)=E_M-A(K-M).
\end{equation}
For $K>M+1$, every increment beyond $M+1$ exceeds $-A$, so $E_K>L(K)$. For $K<M$, going down from $M$ crosses $M-K$ increments, each at most $-I$. Hence
\begin{equation}
E_K\ge E_M+(M-K)I>E_M+(M-K)A=L(K).
\end{equation}
No state lies below the line. Since $L$ is linear, any allowed ensemble obeys
\begin{equation}
\sum_i w_iE_i\ \ge\ \sum_i w_iL(N_i)=L(N)=E_M-A\delta .
\end{equation}
Equality requires all the weight to sit on states that touch the line: the ground states with $M$ and $M+1$ electrons. The two constraints then fix their weights as $1-\delta$ and $\delta$.

\section*{The two limits}

\paragraph{Q.} So the energy is a broken line. What does that say about the density?

\paragraph{A.} The same weights apply to it. Suppose that the ground states with $M-1$, $M$ and $M+1$ electrons each have a unique charge density. A spin doublet qualifies, since without a magnetic field its two members have the same charge density. A spatially degenerate ion need not qualify. Then
\begin{equation}
\rho_{M+\delta}=(1-\delta)\rho_M+\delta\rho_{M+1}=\rho_M+\delta(\rho_{M+1}-\rho_M).
\end{equation}
Subtract $\rho_M$, divide by $\delta$ and let $\delta\to0$ from above:
\begin{equation}
f^+=\rho_{M+1}-\rho_M .
\label{fp}
\end{equation}
On the other side, the line through $M-1$ and $M$ supports the energies by the same argument, so
\begin{equation}
\rho_{M-\delta}=(1-\delta)\rho_M+\delta\rho_{M-1}.
\end{equation}
The difference quotient is now $(\rho_M-\rho_{M-\delta})/\delta$, which gives
\begin{equation}
f^-=\rho_M-\rho_{M-1}.
\label{fm}
\end{equation}
Each integrates to one, because the two densities in it differ by one electron. Neither has to be positive everywhere.

\paragraph{Q.} You have shown that two formulas exist, not that they differ. Could the kink in the energy leave the density smooth?

\paragraph{A.} It could in a special case, and the energy tells us which. Change the potential by a small $\delta v(\mathbf r)$ at fixed integer $K$. The first-order change of the state $\Psi_K$ contributes $2\,\mathrm{Re}\langle\delta\Psi_K|H|\Psi_K\rangle=E_K\,\delta\langle\Psi_K|\Psi_K\rangle=0$, since the norm is fixed. What remains is the explicit change of $H$:
\begin{equation}
\delta E_K=\int\rho_K(\mathbf r)\,\delta v(\mathbf r)\,d\mathbf r .
\end{equation}
The slopes of $E(N)$ on the two sides of $M$ are the chemical potentials
\begin{equation}
\mu^+=E_{M+1}-E_M=-A,\qquad \mu^-=E_M-E_{M-1}=-I .
\end{equation}
Subtracting the first-order changes of the energies gives
\begin{equation}
\frac{\delta\mu^+}{\delta v(\mathbf r)}=f^+(\mathbf r),\qquad
\frac{\delta\mu^-}{\delta v(\mathbf r)}=f^-(\mathbf r).
\label{maxwell}
\end{equation}
Since $I-A=\mu^+-\mu^-$,
\begin{equation}
\frac{\delta(I-A)}{\delta v(\mathbf r)}=f^+(\mathbf r)-f^-(\mathbf r).
\label{gap}
\end{equation}
The two limits agree at every point if and only if the gap $I-A$ is unchanged, to first order, by every local change of potential. Otherwise there is no single derivative at $M$. Addition samples the interval above $M$, where the ion with one more electron is mixed in. Removal samples the interval below, where the other ion is mixed in.

\paragraph{Q.} What if the molecule does not bind the extra electron?

\paragraph{A.} Then the lowest energy is approached by sending that electron far away. At any fixed point near the molecule the density tends to $\rho_M$, so the local addition response tends to zero. A calculation in a finite set of orbitals still holds the electron in place, but its $f^+$ then describes the confinement. For a molecule in open space, equation~\eqref{fp} therefore needs $A>0$ as well as convexity. In a lattice model the electrons have nowhere else to go, and convexity is enough.

\section*{A small interacting system, and a failure}

\paragraph{Q.} Show me a case with real interactions and no approximate density functional.

\paragraph{A.} Take four sites in an open chain, with four electrons:
\begin{align}
H={}&\sum_j\epsilon_jn_j-t\sum_{j,\sigma}\left(c^\dagger_{j\sigma}c_{j+1,\sigma}+\text{h.c.}\right)\nonumber\\
&+U\sum_jn_{j\uparrow}n_{j\downarrow}+V\sum_jn_jn_{j+1}.
\end{align}
I choose $\epsilon=(0,-1,0.5,-0.4)$ eV, $t=2.5$ eV, $U=6$ eV and $V=1.5$ eV. Numerical diagonalisation for every electron number gives $I-A=4.84$ eV and the site responses
\begin{align}
f^+&=(0.319,\ 0.259,\ 0.108,\ 0.314),\\
f^-&=(0.280,\ 0.112,\ 0.262,\ 0.345).
\end{align}
The second site takes 0.259 of an added electron but supplies only 0.112 of a removed one. For the third site the order is reversed.

\paragraph{Q.} And if convexity fails?

\paragraph{A.} Suppose that $E_{M+1}$ lies above the midpoint of $E_M$ and $E_{M+2}$, and that the line through those two supports all the other energies. The minimising ensemble then skips $M+1$. At mean number $M+\delta$ the weights on $M$ and $M+2$ are $1-\delta/2$ and $\delta/2$, so
\begin{equation}
f^+=\frac{\rho_{M+2}-\rho_M}{2}.
\end{equation}
Setting $U=-6$ eV and $V=0$, with the other parameters unchanged, produces this case. The five-electron energy lies 1.52 eV above the midpoint. Minimising \eqref{ens} numerically over the weights of all eigenstates gives an addition slope of $(0.738,0.093,0.066,0.103)$. The one-electron difference $\rho_5-\rho_4$ would have been $(0.878,-0.149,0.226,0.044)$. Electrons enter this model in pairs, and the one-electron formula gives the wrong response.

\section*{Heat}

\paragraph{Q.} No metal corrodes at absolute zero. At finite temperature the mean number is a smooth function of the chemical potential. Does your kink survive?

\paragraph{A.} It is rounded, and the width can be found. Keep the three ground levels and neglect internal excitations. Let $p_-$, $p_0$, $p_+$ be the probabilities of $M-1$, $M$, $M+1$ electrons, and $\delta=N-M=p_+-p_-$. With $p_0=1-p_+-p_-$, the density is
\begin{equation}
\rho=\rho_M+p_+f^+-p_-f^- .
\end{equation}
The grand-canonical weights are proportional to $g_i\exp[-(E_i-\mu N_i)/kT]$, where $g_i$ is the degeneracy. Differentiating a normalised weight gives $dp_i/d\mu=p_i(N_i-N)/kT$, that is,
\begin{equation}
\frac{dp_+}{d\mu}=\frac{p_+(1-\delta)}{kT},\qquad
\frac{dp_-}{d\mu}=-\frac{p_-(1+\delta)}{kT}.
\end{equation}
Dividing $d\rho/d\mu$ by $dN/d\mu$ yields
\begin{equation}
f_T=\frac{p_+(1-\delta)f^++p_-(1+\delta)f^-}{p_+(1-\delta)+p_-(1+\delta)} .
\label{fT}
\end{equation}
In the product $p_+p_-$ the chemical potential cancels:
\begin{equation}
p_+p_-=p_0^2s^2,\qquad
s=\frac{\sqrt{g_+g_-}}{g_0}\,e^{-(I-A)/2kT}.
\end{equation}
For $|\delta|\ll1$ and $s\ll1$ we have $p_0\simeq1$. Then $(p_++p_-)^2=(p_+-p_-)^2+4p_+p_-\simeq\delta^2+4s^2$, and \eqref{fT} becomes
\begin{equation}
f_T\simeq wf^++(1-w)f^-,\qquad
w=\frac12\left[1+\frac{\delta}{\sqrt{\delta^2+4s^2}}\right].
\end{equation}

\paragraph{Q.} Then at the integer itself there is one derivative after all.

\paragraph{A.} At $T>0$, yes. There $\delta=0$, so $p_+=p_-$ and $f_T=(f^++f^-)/2$. For the repulsive chain at $kT=0.10$ eV, the derivative computed from the full thermal ensemble at the integer is $(0.300,0.186,0.185,0.330)$, the mean of the two responses. But hold a small positive $\delta$ fixed and let $T\to0$: then $p_-\to0$ and the answer is $f^+$. A fixed negative $\delta$ gives $f^-$. The limits $T\to0$ and $\delta\to0$ do not commute. The mean describes a balance of equally rare additions and removals, and does not replace either response.

\section*{Sulfur dioxide}

\paragraph{Q.} Now a molecule that matters to a corroding metal.

\paragraph{A.} Sulfur dioxide takes part in the atmospheric corrosion of copper, and its anion is bound. I fix both bonds at 0.145 nm and the angle at $119^\circ$. Self-consistent calculations with the PBE0 functional in the aug-cc-pVDZ basis, for the molecule and both ions at these same nuclear positions, give
\begin{equation}
I=12.29\ \text{eV},\qquad A=1.13\ \text{eV},\qquad I-A=11.16\ \text{eV}.
\end{equation}
For the cation I started from two different orbital vacancies and kept the lowest converged energy, which does not prove that no lower state exists. The values are not converged to the digits shown: in aug-cc-pVTZ with an extra tight $d$ function on sulfur (the larger basis below) they become $I=12.42$, $A=1.12$ and $I-A=11.30$ eV, and every gap derived from them later carries this shift of about 0.14 eV. These energies establish $I>A$. Convexity at the neighbouring integers is assumed.

To assign $f^\pm$ to atoms, I integrate them over smooth atomic cells (Becke cells) with equal radii. In the order S, O, O,
\begin{equation}
f^+:\ (0.44,\,0.28,\,0.28),\qquad
f^-:\ (0.33,\,0.33,\,0.33).
\end{equation}
Sulfur has the largest share of the added electron. The even split for removal depends on the choice of equal radii: a larger cell for sulfur raises its share. In the larger basis the sulfur shares with equal radii are 0.45 for $f^+$ and 0.34 for $f^-$; with radii in the ratio $1.0:0.6$ for S and O they rise to 0.52 and 0.43.

\paragraph{Q.} Those populations are not very different. Is the distinction worth keeping?

\paragraph{A.} Atomic totals hide the shape. At 0.1 nm from sulfur, perpendicular to the molecular plane, $f^+$ is 114 and $f^-$ is 38 electrons/nm$^3$. At the same distance in the plane, on the side away from the oxygens, $f^+$ is $-18$ and $f^-$ is 135. Over all space,
\begin{equation}
\frac12\int|f^+-f^-|\,d\mathbf r=0.65 .
\end{equation}
In the larger basis the four point values become 119, 38, $-16$ and 116 electrons/nm$^3$ and the integral 0.63, so the signs and ordering hold but the last digits do not. The electron arrives above and below the plane near sulfur; removal draws strongly on the in-plane region.

\paragraph{Q.} How can adding an electron lower the density anywhere?

\paragraph{A.} Because the other electrons move. Let $\phi_i^{K}$ be the occupied orbitals of the $K$-electron calculation and $\phi_L$ the lowest empty orbital of the neutral molecule. Adding and subtracting $|\phi_L|^2$ gives
\begin{equation}
f^+=|\phi_L|^2+\left[\sum_{i=1}^{M+1}|\phi_i^{M+1}|^2-\sum_{i=1}^{M}|\phi_i^{M}|^2-|\phi_L|^2\right].
\end{equation}
The bracket is the relaxation. It integrates to $(M+1)-M-1=0$. At the in-plane point, where $f^+=-18$ electrons/nm$^3$, it must be at least as negative, since $|\phi_L|^2\ge0$. On sulfur $|\phi_L|^2$ alone gives 0.51, so relaxation moves $0.51-0.44=0.07$ electron from the sulfur cell to the oxygen cells. For removal the highest occupied orbital gives 0.33 on sulfur, and relaxation hardly alters the atomic totals.

\paragraph{Q.} Why not simply differentiate the approximate energy at the integer?

\paragraph{A.} Its graph need not be straight between integers. When the orbitals are stationary, only the explicit dependence on an occupation contributes to the slope, and that slope is the orbital energy. Just below $M$ the PBE0 slope is therefore $-9.51$ eV, while the mean slope from $M-1$ to $M$ is $-12.29$ eV. Just above $M$ it is $-3.69$ eV, against a mean of $-1.13$ eV. The slope jumps by $9.51-3.69=5.8$ eV at the integer, about half of the 11.2 eV found from whole-electron differences. In the larger basis the two slopes are $-9.66$ and $-3.65$ eV, a jump of 6.0 eV against 11.3 eV. I therefore use \eqref{fp} and \eqref{fm} with integer calculations.

\paragraph{Q.} How far do the populations depend on the method?

\paragraph{A.} Hartree--Fock, in the same basis and geometry, puts 0.46 of $f^+$ on sulfur, close to the PBE0 value. Here the neutral molecule has equal spin-up and spin-down densities, as in all the Hartree--Fock results below. Letting the two densities differ lowers its energy by 0.03 eV and the sulfur share of $f^+$ to 0.40, still more than a third. For $f^-$ the equal-spin calculation gives $(0.11,0.44,0.44)$, which is very different from PBE0. The two methods empty different orbitals in the cation. In PBE0 the vacancy is in an orbital symmetric under reflection in the molecular plane; in Hartree--Fock it is in one that changes sign, and so vanishes in that plane. With the vacancy in the symmetric orbital, Hartree--Fock also puts 0.33 of $f^-$ on sulfur. The addition site is supported by both methods. No removal site should be inferred from these data.

\paragraph{Q.} Can the relation to the potential be seen in the molecule?

\paragraph{A.} Put sulfur at $z=0$ and the oxygens at positive $z$. A field $F$ along $+z$ adds $eFz$ to the energy of an electron, so \eqref{maxwell} gives $d\mu^\pm/dF=e\int f^\pm z\,d\mathbf r$. In Hartree--Fock, central differences of the energies of the molecule and its ions at $F=\pm1$ V/nm give centroids of 0.0198 nm for $f^+$ and 0.0566 nm for $f^-$. The zero-field densities give the same values to these digits. By \eqref{gap}, a field of 1 V/nm changes the Hartree--Fock gap by $0.0198-0.0566=-0.037$ eV. Its first-order effect on the sulfur share of $f^+$ is only 0.001.

\section*{At a metal surface}

\paragraph{Q.} Your molecule is alone and rigid. Copper in a moist atmosphere offers neither condition.

\paragraph{A.} The assumptions fail by very different amounts. Thermal rounding is negligible for the free molecule: with a singlet neutral and doublet ions, $s=2e^{-(I-A)/2kT}$ is about $10^{-93}$ at 300 K. Stretching both bonds to 0.152 nm at fixed angle raises $A$ from 1.13 to 1.70 eV, but lowers the sulfur share of $f^+$ only from 0.44 to 0.42. For this stretch, the affinity changes by half its value while the sulfur share hardly moves.

A metal also screens the ions. For a point charge 0.30 nm from the image plane the stabilisation is
\begin{equation}
\frac{e^2}{16\pi\varepsilon_0d}=\frac{1.44\ \text{eV nm}}{4(0.30\ \text{nm})}=1.20\ \text{eV}.
\end{equation}
It raises $A$ and lowers $I$, so the gap falls to $11.16-2(1.20)=8.76$ eV. Water, treated separately as a continuum of permittivity 78 around a cavity of radius 0.20 nm, gives
\begin{equation}
\left(1-\frac1{78}\right)\frac{1.44\ \text{eV nm}}{2(0.20\ \text{nm})}=3.55\ \text{eV}
\end{equation}
for each ion, and a gap of 4.05 eV. This supposes that the water has fully reoriented around the ion. The two shifts overlap and must not be added.

\paragraph{Q.} Does the isolated-molecule kink still mean anything there?

\paragraph{A.} Less, once the orbitals hybridise with the metal. Take a work function of 4.5 eV, a rough value for copper, and an acceptor level of full width $\Gamma=0.5$ eV, a round choice. With the image shift the level lies $h=4.5-1.13-1.20=2.17$ eV above the Fermi level. Integrating a Lorentzian level up to the Fermi energy gives, per spin,
\begin{equation}
n=\frac12-\frac1\pi\arctan\frac{2h}{\Gamma}=0.04 .
\end{equation}
This estimate ignores electron repulsion on the molecule, but it shows that contact with the metal, rather than heat, limits the integer picture. With the water shift instead, $h=4.5-1.13-3.55=-0.18$ eV. With so rough a cavity radius the sign of this number cannot be trusted: with the water reoriented, $h$ is the energy needed to transfer a whole electron from the metal, and it is near zero, so such a transfer cannot be excluded.

\paragraph{Q.} How close are these inputs to the real case, and what may I conclude from them?

\paragraph{A.} The geometry is near that of the real molecule, whose bonds are roughly 0.14 nm, and the computed $I$ and $A$ have the right rough size of 12 and 1 eV. The image distance, cavity radius and level width are order-of-magnitude choices. The assumption that a real surface breaks most seriously is isolation: by these estimates it moves the gap by 2 to 7 eV. For a weakly coupled molecule that accepts an electron, $f^+$ points to sulfur. For a strongly bonded one, the molecule and the nearby metal must be treated together. Neither case yields a corrosion rate, which also depends on transport, reaction barriers and the film that forms.
